# Why Hartree-Fock finite-size errors cannot correct QMC interaction energies of metals

In a uniform electron gas with twist-averaged boundary conditions, the Hartree-Fock interaction energy per electron has a finite-size error proportional to $N^{-2/3}$. In the screened, correlated ground state the corresponding error is $\omega_p/(4N)$ to leading order, under two assumptions stated below: the structure factor of the box equals the bulk one, and the plasmon exhausts it at small $k$. Adding the Hartree-Fock error to a quantum Monte Carlo (QMC) interaction energy therefore overcorrects it, by a factor that grows as $N^{1/3}$. The cause is the static structure factor $S(k)$ at small $k$: it is linear without screening and quadratic with it.

## The counter-example

Take an unpolarized three-dimensional electron gas on a uniform neutralizing background, in a cubic periodic box of edge $L$ and volume $\Omega=L^3$, with the Ewald interaction. Hartree atomic units are used, and energies are per electron. The boundary twist is averaged at fixed Fermi wave number $k_F$ (grand-canonical averaging), so $N$ is the mean electron number. Define the missing energy

$$D(N)=V_\infty-V_N ,$$

which must be added to the box interaction energy to reach the bulk value.

The correlated theory here is the random-phase approximation (RPA). It stands in for QMC because it contains screening and its bulk limit can be computed. The density parameter is $r_s=4$, which gives $k_F=0.4798$ bohr$^{-1}$ and plasma frequency $\omega_p=0.2165$ Ha. The two laws derived below become

$$D_{HF}\simeq\frac{106.68\ \text{mHa}}{N^{2/3}},\qquad D_{corr}\simeq\frac{54.13\ \text{mHa}}{N}.$$

For $N=54$ they give $106.68/14.29=7.47$ mHa and $54.13/54=1.002$ mHa. Direct evaluation of lattice sums and bulk integrals gives 7.443 and 0.999 mHa.

Now apply the Hartree-Fock correction to the RPA energy. What is still missing is

$$0.999-7.443=-6.444\ \text{mHa}.$$

The box energy was too low by 1.0 mHa (27 meV); after the "correction" it is too high by 6.4 mHa (175 meV). A larger box does not rescue the procedure. In mHa:

| $N$ | $D_{HF}$ | $D_{RPA}$ | left after HF correction |
|---|---|---|---|
| 54 | 7.443 | 0.999 | −6.444 |
| 432 | 1.864 | 0.124 | −1.740 |
| 1600 | 0.779 | 0.034 | −0.746 |

The ratio of the two laws is $1.97\,N^{1/3}$. The corrected energy does converge to the bulk value, but with the slow $N^{-2/3}$ error of Hartree-Fock, which the correlated energy did not have.

## The general statement

Let $v(k)=4\pi/k^2$, and let $S(k)$ be the bulk structure factor. Assume that the twist-averaged structure factor of the box, $S_N(G)$, may be replaced by $S(G)$ at the box wave vectors. Then, to leading order:

- if $S(k)\to 3k/(4k_F)$, as in Hartree-Fock, $D=\dfrac{3|\xi|}{4(3\pi^2)^{2/3}}\,k_F\,N^{-2/3}$, where $\xi=-2.8373$ is the Madelung constant of the unit cubic cell;
- if $S(k)\to k^2/(2\omega_p)$, as in the screened gas, $D=\omega_p/(4N)$.

The replacement is proved below for Hartree-Fock. For the correlated state it is an assumption, examined at the end.

## The error as a sum minus an integral

With $\rho_{\mathbf G}=\sum_i e^{-i\mathbf G\cdot\mathbf r_i}$ and $S_N(G)=\langle\rho_{\mathbf G}\rho_{-\mathbf G}\rangle/N$, the Ewald energy per electron is

$$V_N=\frac{\xi}{2L}+\frac{1}{2\Omega}\sum_{\mathbf G\ne0}v(G)\,[S_N(G)-1].$$

The $-1$ removes each electron's interaction with itself. The first term is its interaction with its own periodic images and their background. In the bulk,

$$V_\infty=\frac12\int\!\frac{d^3k}{(2\pi)^3}\,v(k)[S(k)-1].$$

The Madelung potential $\xi/L$ is the periodic potential of a unit charge minus $1/r$, taken at $r\to0$. In Fourier space this reads

$$\frac{\xi}{L}=\frac1\Omega\sum_{\mathbf G\neq0}v(G)-\int\!\frac{d^3k}{(2\pi)^3}v(k),$$

where both terms carry a common factor $e^{-\eta k^2}$ and $\eta\to0$ after the subtraction. Insert this in $V_N$: the lattice sums of $v$ alone cancel, and $-\frac12\int v$ remains, as in $V_\infty$. With $S_N=S$,

$$D=\frac12\left[\int\!\frac{d^3k}{(2\pi)^3}\,vS-\frac1\Omega\sum_{\mathbf G\ne0}v(G)S(G)\right].\tag{1}$$

The small-$k$ form of $vS$ now decides the error.

## Hartree-Fock: the linear structure factor

For a determinant of plane waves with occupations $n_{\mathbf k}$, equal for both spins, Wick's theorem gives for $\mathbf G\neq0$

$$\langle\rho_{\mathbf G}\rho_{-\mathbf G}\rangle=N-2\sum_{\mathbf k}n_{\mathbf k}n_{\mathbf k+\mathbf G}.$$

A twist shifts the grid of $\mathbf k$ within one reciprocal cell. Averaging over all twists covers $\mathbf k$ space uniformly, so the sum becomes $\Omega\int d^3k/(2\pi)^3$. Hence $S_N(G)=S(G)$ holds here without approximation, and $1-S$ is the fraction of a Fermi sphere shared with a copy displaced by $k$.

The shared region consists of two caps of height $h=k_F-k/2$, each of volume $\pi h^2(3k_F-h)/3$. With $x=k/(2k_F)\le1$, division by $4\pi k_F^3/3$ gives

$$1-S=\frac{(1-x)^2(2+x)}2=1-\frac{3x}2+\frac{x^3}2,$$

$$S_{HF}(k)=\frac{3k}{4k_F}-\frac{k^3}{16k_F^3}\quad(k\le2k_F),$$

and $S_{HF}=1$ beyond. Thus $vS\to3\pi/(k_Fk)$ at small $k$. Put this in (1) with $\mathbf G=2\pi\mathbf n/L$. Sum and integral acquire the same prefactor $1/(2\pi L^2)$:

$$D_{HF}\simeq-\frac12\,\frac{3\pi}{k_F}\,\frac{1}{2\pi L^2}\,Z,\qquad Z=\sum_{\mathbf n\ne0}\frac1{|\mathbf n|}-\int\frac{d^3n}{|\mathbf n|}.$$

To find $Z$, regularize with $g(r)=e^{-\eta r^2}/r$. Write the sum without $\mathbf n=0$ as the full sum at a small displacement $\mathbf r$, minus $g(r)$, and apply Poisson summation to the full sum. Its zero-wave-vector term cancels the integral. As $\eta\to0$ the other terms become $4\pi/(2\pi m)^2$, so

$$Z=\lim_{r\to0}\left[\sum_{\mathbf m\ne0}\frac{4\pi}{(2\pi m)^2}e^{2\pi i\mathbf m\cdot\mathbf r}-\frac1r\right]=\xi .$$

Since $\xi<0$, $D_{HF}=3|\xi|/(4k_FL^2)>0$. From $n=N/L^3=k_F^3/(3\pi^2)$ follows $L=(3\pi^2N)^{1/3}/k_F$, and therefore

$$D_{HF}\simeq\frac{3|\xi|}{4(3\pi^2)^{2/3}}\,k_FN^{-2/3}=0.2223\,k_FN^{-2/3}.$$

The cubic term of $S_{HF}$ makes a contribution to $vS$ proportional to $k$; the same rescaling gives it an error of order $L^{-4}$, or $N^{-4/3}$. The jump of $S_{HF}''$ at $2k_F$, discussed below, adds an oscillating term of the same order and similar size. An average over explicit sets of occupied plane waves at $N=54$ gives 7.37 mHa on a $16^3$ twist grid, within 1% of the 7.44 mHa from (1); grids from $12^3$ to $48^3$ scatter between 7.37 and 7.50 mHa, and the finest gives 7.44.

## Screening forbids the linear term

Let $S(k,\omega)$ be the density excitation spectrum per electron, with $\omega>0$ above the ground state. Three of its moments are

$$\int S(k,\omega)\,d\omega=S(k),\quad \int\omega S(k,\omega)\,d\omega=\frac{k^2}2,\quad \int\frac{S(k,\omega)}\omega\,d\omega=-\frac{\chi(k,0)}{2n}.$$

The first is the definition of $S(k)$. The second follows from the double commutator of $\rho_{\mathbf k}$ with the Hamiltonian: only the kinetic energy contributes, and for each electron $\frac12(\mathbf p+\mathbf k)^2+\frac12(\mathbf p-\mathbf k)^2-p^2=k^2$, shared equally by $\mathbf k$ and $-\mathbf k$. The third is second-order perturbation theory for the static density response $\chi$.

Write $S(k,\omega)=\sqrt{\omega S}\,\sqrt{S/\omega}$ and apply the Cauchy-Schwarz inequality:

$$S(k)^2\le\frac{k^2}{4n}\,[-\chi(k,0)].$$

A conductor screens a slowly varying static potential completely. The induced potential $v\chi\phi$ cancels the applied $\phi$, so $-\chi(k,0)\to1/v=k^2/(4\pi)$. With $\omega_p^2=4\pi n$,

$$S(k)^2\le\frac{k^4}{16\pi n}=\frac{k^4}{4\omega_p^2},\qquad S(k)\le\frac{k^2}{2\omega_p}\quad(k\to0).$$

This argument does not use the RPA. For free electrons, by contrast, $-\chi_0(k,0)\to k_F/\pi^2$ stays finite, and the same inequality reads $S\le0.87\,k/k_F$. That permits the actual value $0.75\,k/k_F$.

The bound applies to a ground state. A variational calculation with a bare plane-wave determinant has the Hartree-Fock structure factor, and for that energy the Hartree-Fock correction is right.

## The quadratic coefficient and the $1/N$ law

The bound becomes an equality if all the weight sits at one frequency. In the RPA the plasmon achieves this as $k\to0$. Summing over excited states gives, at imaginary frequency,

$$S(k)=-\frac1{\pi n}\int_0^\infty\! d\omega\,\chi(k,i\omega),\qquad \chi=\frac{\chi_0}{1-v\chi_0},$$

because each excitation energy $\omega_m$ enters $\chi$ through $2\omega_m/(\omega_m^2+\omega^2)$, whose integral is $\pi$. For $\omega\gg kk_F$ the second moment gives $\chi_0\to-nk^2/\omega^2$, hence

$$\chi\to-\frac{nk^2}{\omega^2+\omega_p^2},\qquad S(k)\to\frac{k^2}{\pi}\,\frac{\pi}{2\omega_p}=\frac{k^2}{2\omega_p}.$$

The low-frequency range where this form fails has a width of order $kk_F$. There $|\chi|\le1/v\propto k^2$, so it changes $S$ by order $k^3$ at most. For the exact gas I assume the same saturation by the plasmon; without it, the bound still excludes a linear term.

Now $f(k)=v(k)S(k)$ is finite at the origin, $f(0)=2\pi/\omega_p$. Let $F(\mathbf R)$ be its Fourier transform. Poisson summation states that $\Omega^{-1}\sum_{\mathbf G}f(G)$, with $\mathbf G=0$ included, equals $\sum_{\mathbf R}F(\mathbf R)$ over the lattice vectors of the box. The term $F(0)$ is the integral in (1), so

$$D=\frac{f(0)}{2\Omega}-\frac12\sum_{\mathbf R\ne0}F(\mathbf R).$$

The last sum is of higher order than $1/N$ provided $F$ falls off faster than $R^{-3}$. A term in $f$ linear in $k$, the largest the estimate above allows, gives $R^{-4}$. The structure factor is also non-analytic at $2k_F$. In $S_{HF}$ the second derivative jumps there, and the RPA inherits this singularity through $\chi_0$. For such a jump, three integrations by parts in $F(R)\propto R^{-1}\int k f\sin(kR)\,dk$ give an oscillating term, also of order $R^{-4}$. The leading term is

$$D_{corr}\simeq\frac{\pi}{\omega_p\Omega}=\frac{\pi n}{\omega_pN}=\frac{\omega_p}{4N}.$$

It is the omitted $\mathbf G=0$ term. This term is fixed by the value of $vS$ at the origin, and at $r_s=4$ it is accurate even when $S$ departs visibly from its small-$k$ form at the smallest box vector. At $N=54$ that vector is $0.54\,k_F$, where $S_{RPA}=0.141$ lies 8% below $k^2/(2\omega_p)=0.153$, yet $\omega_p/(4N)$ differs from the RPA value of (1) by only 0.4% of that value. The difference changes sign and size from one $N$ to another, as an oscillating remainder would: it is 1.3% at $N=128$, 0.7% at $N=432$ and 0.3% at $N=1600$. The Hartree-Fock value at the same vector is 0.393.

The plasmon form requires $k\ll\omega_p/k_F$. The smallest box vector is $2\pi/L\propto k_FN^{-1/3}$, so it lies in that range when $N^{1/3}\gg k_F^2/\omega_p\propto r_s^{-1/2}$. By this estimate a denser gas needs more electrons before the $1/N$ law sets in; the numerical check covers only $r_s=4$.

## How far the replacement of $S_N$ by $S$ can be trusted

Taken from the two end points $N=54$ and 1600, the errors from (1) give effective exponents $-0.666$ for Hartree-Fock and $-1.000$ for the RPA. These figures use the bulk $S$ for the correlated state. An RPA calculation built from the occupied plane waves of the finite box, twist by twist, removes that assumption for box vectors up to $3k_F$; the Hartree-Fock structure factor of each twist, whose exact average is known, is subtracted and its bulk value added back. It gives 1.01 mHa at $N=54$ on a $12^3$ twist grid, against 1.00 mHa from (1), and 0.51 mHa at $N=128$ on a $10^3$ grid, where (1) gives 0.43 mHa. These values are not converged in the grid: at $N=54$ a $14^3$ grid gives 1.15 mHa.

The second value is 18% higher. The calculation does not separate a real change of $S_N$ from the error of the finite twist grid, which can be as large as this 0.08 mHa difference. For scale, the explicit Hartree-Fock average at $N=54$, normalized by the sampled electron number, misses its exact twist average by 0.07 mHa. Subtracting the Hartree-Fock structure factor does not remove such an error, because the screened structure factor follows only part of its variation from twist to twist. The value at $N=54$ carries the same kind of error, so the closeness of 1.01 to 1.00 mHa is accidental. Most of the sampling error is removed if the Hartree-Fock structure factor and the electron number of each twist are subtracted with fitted weights. The results are then 1.04 to 1.05 mHa at $N=54$ and 0.47 to 0.48 mHa at $N=128$. About 0.04 to 0.05 mHa above (1) remains at both sizes, which points to a real change of $S_N$. Two sizes establish no trend. At these sizes the coefficient $\omega_p/4$ thus holds in the finite box to about 5% and 10 to 14%, not to the one percent or so suggested by (1). The verdict on the Hartree-Fock correction is unaffected: at $N=128$ it would add 4.20 mHa where about 0.5 mHa is missing.

All of this concerns the interaction energy of the electron gas. The kinetic energy has a finite-size error of its own, and mean-field corrections for one-body twist errors are a different procedure, which this argument does not touch. The numerical check accompanying the text evaluates both laws and the finite-box cases.

## Numbers as computed

```
rs = 4.0 bohr, density n = 0.003730 bohr^-3
Fermi wave number kf = 0.47979 bohr^-1
plasma frequency wp = 0.21651 Ha
Madelung constant xi (L=1) = -2.837297
bulk HF exchange energy = -114.541 mHa
HF law coefficient = 106.677 mHa (times N^-2/3)
HF coefficient / kf = 0.22234 Ha bohr
wp/4 = 54.127 mHa (times 1/N)
ratio of laws = 1.9709 * N^(1/3)
S_RPA/(k^2/2wp) at k=0.02 kf: 0.99987
N=54: box edge 24.372 bohr
N=54: smallest G = 0.25781 bohr^-1 = 0.5373 kf
N=54: S at smallest G: HF 0.3933, RPA 0.1412, k^2/2wp 0.1535
Missing energy V_bulk - V_box, mHa per electron:
N=54: HF 7.4429 (law 7.4669), RPA 0.99863 (law 1.00234)
N=128: HF 4.2040 (law 4.2001), RPA 0.42832 (law 0.42286)
N=432: HF 1.8641 (law 1.8667), RPA 0.12437 (law 0.12529)
N=1024: HF 1.0502 (law 1.0500), RPA 0.05320 (law 0.05286)
N=1600: HF 0.7794 (law 0.7798), RPA 0.03371 (law 0.03383)
RPA energy still missing after a correction, mHa per electron:
N=54: after HF correction -6.4442, after wp/4N -0.00372
N=128: after HF correction -3.7756, after wp/4N 0.00545
N=432: after HF correction -1.7398, after wp/4N -0.00092
N=1024: after HF correction -0.9970, after wp/4N 0.00034
N=1600: after HF correction -0.7457, after wp/4N -0.00012
exponent from N=54 to 1600: HF -0.6659, RPA -0.9999
N=54 HF error, explicit plane waves: 7.3735 mHa
N=54: finite-box RPA error 1.0086 mHa
N=128: finite-box RPA error 0.5062 mHa
N=54 in meV: RPA error 27.17, after HF correction -175.36
```
